# The exact functional of the two-electron Hubbard dimer by two routes: test program

```python
"""Exact density functional of the two-electron Hubbard dimer.

Result under test, with rho=(n1-n2)/2 and dv=v1-v2 (v1+v2=0):
  F(rho) = min_X [ U*(X+rho^2/(4X)) - 4t*sqrt(q) ],  q = X-X^2-rho^2/4
         = sup_dv [ E(dv) - dv*rho ],
with representing potential dv = -rho*(U/(2X) + t/sqrt(q)).
X = (a+b)^2/2, where a, b are the amplitudes of |20> and |02>.
Ts = -2t*sqrt(1-rho^2), E_H = U(1+rho^2), Ex = -E_H/2, Ec = the rest.
The reference side uses fermion matrices in the full two-electron space.
All energies are in units of the hopping t.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar

t = 1.0
rng = np.random.default_rng(7)

# ---- fermion matrices; modes: 1up, 1down, 2up, 2down ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    out = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        out = np.kron(out, factor)
    return out


ann = [annihilator(k) for k in range(4)]
num = [c.T @ c for c in ann]
two = np.where(np.isclose(np.diag(sum(num)), 2))[0]


def restrict(op):
    return op[np.ix_(two, two)]


hop = ann[0].T @ ann[2] + ann[1].T @ ann[3]
T_op = restrict(-t * (hop + hop.T))
D_op = restrict(num[0] @ num[1] + num[2] @ num[3])
R_op = restrict((num[0] + num[1] - num[2] - num[3]) / 2)


def ground_energy(dv, U):
    return np.linalg.eigvalsh(T_op + U * D_op + dv * R_op)[0]


def ground_means(dv, U):
    vec = np.linalg.eigh(T_op + U * D_op + dv * R_op)[1][:, 0]
    return [vec @ op @ vec for op in (R_op, T_op, D_op)]


def lieb(rho, U):
    """Numerical Lieb maximisation: value and maximising potential."""
    bound = U + 100 * t
    res = minimize_scalar(lambda dv: dv * rho - ground_energy(dv, U),
                          bounds=(-bound, bound), method="bounded",
                          options={"xatol": 1e-10, "maxiter": 500})
    return -res.fun, res.x


i20 = int(np.argmax(np.diag(R_op)))
i02 = int(np.argmin(np.diag(R_op)))
covalent = [i for i in range(6) if i not in (i20, i02)]


def general_search(rho, U, starts=6):
    """Search over all complex two-electron states of density rho >= 0."""
    H = T_op + U * D_op

    def energy(p):
        docc = rho + (1 - rho) * np.sin(p[0]) ** 2
        psi = np.zeros(6, complex)
        psi[i20] = np.sqrt((docc + rho) / 2)
        psi[i02] = np.sqrt((1 - rho) / 2) * np.sin(p[0]) * np.exp(1j * p[1])
        w = p[2:6] + 1j * p[6:10]
        psi[covalent] = (np.sqrt(1 - rho) * np.cos(p[0])
                         * w / np.linalg.norm(w))
        return (psi.conj() @ H @ psi).real

    return min(minimize(energy, rng.normal(size=10), method="BFGS").fun
               for _ in range(starts))


# ---- derived formulas ----
def objective(X, rho, U):
    q = max(X - X * X - rho**2 / 4, 0.0)
    return U * (X + rho**2 / (4 * X)) - 4 * t * np.sqrt(q)


def reduced(rho, U):
    """Root of the stationarity condition: F, X, q, dv."""
    def slope(X):
        q = X - X * X - rho**2 / 4
        return U * (1 - rho**2 / (4 * X * X)) - 2*t*(1 - 2*X) / np.sqrt(q)
    X = brentq(slope, max(abs(rho) / 2, 1e-12), 0.5, xtol=1e-15)
    q = X - X * X - rho**2 / 4
    dv = -rho * (U / (2 * X) + t / np.sqrt(q))
    return objective(X, rho, U), X, q, dv


def Ts(rho):
    return -2 * t * np.sqrt(1 - rho**2)


def Ehx(rho, U):
    return U * (1 + rho**2) / 2


# ---- tests ----
# singlet 3x3 matrix plus three zero-energy triplets is the full spectrum
for dv, U in [(0.0, 4.0), (-3.0, 4.0), (7.0, 1.5)]:
    s = -np.sqrt(2) * t
    H3 = np.array([[U + dv, 0, s], [0, U - dv, s], [s, s, 0]])
    e3 = np.linalg.eigvalsh(H3)
    full = np.linalg.eigvalsh(T_op + U * D_op + dv * R_op)
    assert np.allclose(np.sort(np.r_[e3, 0, 0, 0]), full, atol=1e-11)
    assert e3[0] < 0

# Lieb value, potential and ground-state means against the reduced formulas
dev_lieb = 0.0
for U in (0.5, 4.0, 12.0):
    for rho in (-0.7, 0.0, 0.2, 0.6, 0.95):
        F, X, q, dv = reduced(rho, U)
        FL, dvL = lieb(rho, U)
        dev_lieb = max(dev_lieb, abs(F - FL))
        assert abs(dv - dvL) < 1e-4  # flat maximum limits the argument
        means = ground_means(dv, U)
        assert np.allclose(means, [rho, -4 * t * np.sqrt(q),
                                   X + rho**2 / (4 * X)], atol=1e-8)
        assert FL - Ts(rho) - Ehx(rho, U) < 0
assert dev_lieb < 1e-9

# search over all complex states, triplets included
dev_search = max(abs(general_search(r, 4.0) - reduced(r, 4.0)[0])
                 for r in (0.0, 0.3, 0.6, 0.9))
assert dev_search < 1e-7

# closed form of the symmetric dimer
for U in (1.0, 4.0, 10.0):
    assert abs(lieb(0.0, U)[0] - (U - np.sqrt(U*U + 16*t*t)) / 2) < 1e-9

# joint convexity of the search objective on its disc of allowed (X, rho)
for _ in range(4000):
    rad, ang = np.sqrt(rng.random(2)), 2 * np.pi * rng.random(2)
    Xs, rs = (1 + rad * np.cos(ang)) / 2, rad * np.sin(ang)
    mid = objective(Xs.mean(), rs.mean(), 4.0)
    ends = [objective(Xs[k], rs[k], 4.0) for k in (0, 1)]
    assert mid <= np.mean(ends) + 1e-10

# Kohn-Sham determinant by diagonalisation at U = 0
for rho in (0.2, 0.6, 0.9):
    dvs = -2 * t * rho / np.sqrt(1 - rho**2)
    assert np.allclose(ground_means(dvs, 0.0),
                       [rho, Ts(rho), (1 + rho**2) / 2], atol=1e-10)

# ---- worked example ----
U, rho = 4.0, 0.6
F, X, q, dv = reduced(rho, U)
x, c = np.sqrt(X), np.sqrt(q / X)
y = rho / (2 * x)
a, b = (x + y) / np.sqrt(2), (x - y) / np.sqrt(2)
docc, kin = X + rho**2 / (4 * X), -4 * t * np.sqrt(q)
FL, dvL = lieb(rho, U)
EH = U * ((1 + rho)**2 + (1 - rho)**2) / 2
Ex = Ehx(rho, U) - EH
Ec = F - Ts(rho) - EH - Ex
Tc, Uc = kin - Ts(rho), U * docc - Ehx(rho, U)
dvs = -2 * t * rho / np.sqrt(1 - rho**2)
dvc = dvs - dv - U * rho
assert Tc > 0 and Uc < 0 and abs(Tc + Uc - Ec) < 1e-12
assert abs(Ex + EH / 2) < 1e-12

# correlation potential against a finite difference of Lieb energies
h = 1e-3
ec = [lieb(r, U)[0] - Ts(r) - Ehx(r, U) for r in (rho - h, rho + h)]
assert abs((ec[1] - ec[0]) / (2 * h) - dvc) < 1e-4

print("All energies and potentials in units of t")
print(f"U = {U:.1f}, rho = {rho:.1f}, n1 = {1+rho:.1f}, n2 = {1-rho:.1f}")
print("Search: trial X, upper bound to F")
for Xt in (0.30, 0.35, 0.40, 0.50):
    val = objective(Xt, rho, U)
    assert val > FL
    print(f"  {Xt:.2f}  {val:.6f}")
print(f"Optimal X = {X:.6f}, q = {q:.6f}")
print(f"Amplitudes a = {a:.6f}, b = {b:.6f}, c = {c:.6f}")
print(f"Double occupancy d = {docc:.6f}")
print(f"T = {kin:.6f}, W = {U*docc:.6f}")
print(f"F from search = {F:.6f}")
print("Lieb: trial dv, E(dv), lower bound E - dv*rho")
for d in (0.0, -2.0, -4.0, -6.0, -8.0):
    E = ground_energy(d, U)
    assert E - d * rho < F
    print(f"  {d:.1f}  {E:.6f}  {E - d*rho:.6f}")
print(f"Maximising dv = {dvL:.5f}, formula dv = {dv:.5f}")
print(f"E at this dv = {ground_energy(dv, U):.6f}")
print(f"F from Lieb = {FL:.6f}")
print(f"Ts = {Ts(rho):.6f}, E_H = {EH:.6f}, Ex = {Ex:.6f}")
print(f"Ec = {Ec:.6f}, Tc = {Tc:.6f}, Uc = {Uc:.6f}")
print(f"dv_s = {dvs:.5f}, dv_Hx = {U*rho:.5f}, dv_c = {dvc:.5f}")

print("Table at U = 4: rho, dv, F, Ts, E_Hx, Ec")
for r in (0.0, 0.2, 0.4, 0.6, 0.8, 0.95):
    f, _, _, d = reduced(r, U)
    d = d + 0.0
    print(f"  {r:.2f} {d:.4f} {f:.5f} {Ts(r):.5f} {Ehx(r, U):.5f}"
          f" {f - Ts(r) - Ehx(r, U):.5f}")


# ---- weak and strong interaction ----
def weak_Ec(r, u):
    return -u * u * (1 - r * r)**2.5 / (16 * t)


def strong_F(r, u):
    s = abs(r)
    return u*s - 2*np.sqrt(2)*t*np.sqrt(s*(1 - s)) - t*t*(1 - s)/u


u = 0.01
ratio = (lieb(rho, u)[0] - Ts(rho) - Ehx(rho, u)) / weak_Ec(rho, u)
assert abs(ratio - 1) < 1e-2
for r in (0.3, 0.6):
    u = 2000.0  # next order is smaller by about t/u
    assert abs((lieb(r, u)[0] - strong_F(r, u)) * u) < 2e-2

print("Limits at rho = 0.6: U, Ec, weak-U Ec, F, strong-U F")
for u in (0.5, 4.0, 50.0):
    f = lieb(rho, u)[0]
    print(f"  {u:.1f} {f - Ts(rho) - Ehx(rho, u):.5f}"
          f" {weak_Ec(rho, u):.5f} {f:.5f} {strong_F(rho, u):.5f}")

# ---- edge density: supremum approached, never attained ----
print("Edge rho = 1, U = 4: dv, U - [E(dv) - dv]")
gaps = []
for d in (-10.0, -100.0, -1000.0):
    gaps.append(U - (ground_energy(d, U) - d))
    print(f"  {d:.0f}  {gaps[-1]:.6f}")
assert gaps[0] > gaps[1] > gaps[2] > 0
assert abs(gaps[2] * 1000.0 / (2 * t * t) - 1) < 1e-2

print(f"Largest |F_search - F_Lieb| = {dev_lieb:.1e}")
print(f"Largest deviation, all-state search = {dev_search:.1e}")
print("OK")
```

Running it gives:

```
All energies and potentials in units of t
U = 4.0, rho = 0.6, n1 = 1.6, n2 = 0.4
Search: trial X, upper bound to F
  0.30  1.014359
  0.35  0.945332
  0.40  0.950807
  0.50  1.120000
Optimal X = 0.370164, q = 0.143143
Amplitudes a = 0.778877, b = 0.081546, c = 0.621852
Double occupancy d = 0.613300
T = -1.513368, W = 2.453198
F from search = 0.939830
Lieb: trial dv, E(dv), lower bound E - dv*rho
  0.0  -0.828427  -0.828427
  -2.0  -0.962389  0.237611
  -4.0  -1.523114  0.876886
  -6.0  -2.766369  0.833631
  -8.0  -4.460894  0.339106
Maximising dv = -4.82767, formula dv = -4.82767
E at this dv = -1.956771
F from Lieb = 0.939830
Ts = -1.600000, E_H = 5.440000, Ex = -2.720000
Ec = -0.180170, Tc = 0.086632, Uc = -0.266802
dv_s = -1.50000, dv_Hx = 2.40000, dv_c = 0.92767
Table at U = 4: rho, dv, F, Ts, E_Hx, Ec
  0.00 0.0000 -0.82843 -2.00000 2.00000 -0.82843
  0.20 -2.4755 -0.54938 -1.95959 2.08000 -0.66979
  0.40 -3.7555 0.08247 -1.83303 2.32000 -0.40450
  0.60 -4.8277 0.93983 -1.60000 2.72000 -0.18017
  0.80 -6.3157 2.03853 -1.20000 3.28000 -0.04147
  0.95 -9.9710 3.17862 -0.62450 3.80500 -0.00188
Limits at rho = 0.6: U, Ec, weak-U Ec, F, strong-U F
  0.5 -0.00475 -0.00512 -1.26475 -1.88564
  4.0 -0.18017 -0.32768 0.93983 0.91436
  50.0 -3.79346 -51.20000 28.60654 28.60636
Edge rho = 1, U = 4: dv, U - [E(dv) - dv]
  -10  0.321390
  -100  0.020831
  -1000  0.002008
Largest |F_search - F_Lieb| = 1.8e-15
Largest deviation, all-state search = 2.9e-11
OK
```
